# Can a current-free extension at the anode raise cathode tension?

## Question

I have a straight copper line in a low-k dielectric, with a via at each end that atoms cannot cross. Its product of current density and length, $jL$, is below the limit at which a stand-alone line of this kind voids at the cathode. A layout change continues the metal past the anode via by another length $L$, with the same width and height. No current flows in the added piece.

The active segment keeps its $j$, its $L$ and therefore its Blech product. With no electron wind in the extension, I would expect it to be harmless, or even to help as a reservoir of atoms. Is that right? If not, where does the argument fail, and does the answer survive heating and the temperature of use?

## Answer

The argument fails where it passes from a stress difference to a stress. The product $jL$ fixes how much the stress changes between cathode and anode. The tension at the cathode also depends on where the zero of stress falls, and that is decided by all the metal the atoms can reach.

### What the Blech product fixes

Let $x$ run from the cathode, $x=0$, to the anode, $x=L$. Electrons flow along $+x$, and $j$ is the magnitude of the current density. Stress $\sigma$ is positive in tension. I use atomic units in the algebra, so $e=1$, and keep $kT$ for the thermal energy.

The wind pushes atoms toward the anode with force $Z\rho j$, where $\rho$ is the resistivity and $Z>0$ the size of the effective charge. Tension lowers the chemical potential of an atom of volume $\Omega$ by $\Omega\sigma$, so a stress gradient adds the force $+\Omega\,\partial\sigma/\partial x$. With mobility $D/kT$ and $C$ atoms per volume, the flux is

$$J=\frac{CD}{kT}\left(Z\rho j+\Omega\frac{\partial\sigma}{\partial x}\right).$$

In a steady state the atomic current is the same at every $x$. It vanishes at the blocked ends, so it vanishes everywhere. Setting the bracket to zero gives

$$\frac{d\sigma}{dx}=-G,\qquad G=\frac{Z\rho j}{\Omega}$$

in the active part. In the extension $j=0$, so the slope is zero. Atoms pass freely through the joint, hence $\sigma$ is continuous there. Writing $\sigma_c$ for the cathode stress,

$$\sigma=\sigma_c-Gx\ \ (0<x<L),\qquad \sigma=\sigma_c-GL\ \ \text{(extension)}.$$

The drop $GL$ is proportional to $jL$ and is indeed unchanged by the extension. But $\sigma_c$ is still unknown.

### What fixes the level

The missing condition is the number of atoms. Suppose the metal starts free of stress, no void has formed, and the surroundings confine it elastically. Removing atoms then creates tension:

$$\frac{dC}{C}=-\frac{d\sigma}{B},$$

where $B$ is an effective modulus of the metal and its confinement. For $|\sigma|\ll B$ the change of density is $-C_0\sigma/B$, with $C_0$ the initial density. Summed over the cross-section $A$ and the whole length, it must vanish:

$$\int\frac{A}{B}\,\sigma\,dx=0.$$

Let the extension have length $L_e$, section $A_e$ and modulus $B_e$. The integral of $\sigma_c-Gx$ over the active part is $\sigma_cL-GL^2/2$, so

$$\frac{A}{B}\left(\sigma_cL-\frac{GL^2}{2}\right)+\frac{A_eL_e}{B_e}(\sigma_c-GL)=0.$$

Divide by $AL/B$ and define $w=(A_eL_e/B_e)/(AL/B)$:

$$\sigma_c-\tfrac12GL+w(\sigma_c-GL)=0
\quad\Rightarrow\quad
\sigma_c=GL\,\frac{\tfrac12+w}{1+w}.$$

Subtracting $GL$ gives the anode stress, $\sigma_a=-GL/[2(1+w)]$.

Without an extension, $w=0$ and $\sigma_c=GL/2$. In your case the lengths and sections are equal; if the moduli are too, $w=1$ and

$$\sigma_c=\tfrac34GL.$$

The steady cathode tension from electromigration has risen by half. For a very large extension it approaches $GL$, twice the stand-alone value.

The extension acts as a sink. In a stand-alone line the anode end is compressed. Atoms there can lower their chemical potential by moving into an unstressed extension, and they do so until the stresses match. They come from the active segment, whose mean stress rises from zero to $\tfrac34GL-\tfrac12GL=\tfrac14GL$. The fraction of its atoms lost is therefore $GL/(4B)$. The anode gains what the cathode loses: its compression falls from $GL/2$ to $GL/4$, which is useful if extrusion there is the concern.

A common value of $B$ cancels from the steady stresses, but a difference does not. If the extension lies in a softer surrounding with $B_e=B/2$, then $w=2$ and $\sigma_c=\tfrac56GL$.

### When an extension does help

Put the extension at the cathode instead. Its uniform stress is now $\sigma_c$, and atom counting gives

$$\sigma_c-\tfrac12GL+w\sigma_c=0
\quad\Rightarrow\quad \sigma_c=\frac{GL}{2(1+w)}.$$

For $w=1$ this is $GL/4$, half the stand-alone tension. This is the reservoir you had in mind.

With extensions at both ends, of weights $w_c$ and $w_a$, the same sum reads

$$w_c\sigma_c+\sigma_c-\tfrac12GL+w_a(\sigma_c-GL)=0,$$

so that

$$\sigma_c=GL\,\frac{\tfrac12+w_a}{1+w_c+w_a}.$$

This is no larger than $GL/2$ when $1+2w_a\le1+w_c+w_a$, that is, when $w_a\le w_c$. A cathode extension of at least equal weight thus cancels the steady harm of one at the anode.

### Numbers for an accelerated test

Take $L=20000$ nm, a section of 100 nm by 200 nm, $j=2$ MA/cm², $\rho=4.5$ µΩ cm, $Z=1$, $\Omega=0.0118$ nm³, $B=10$ GPa and $T=573$ K. The field $\rho j$ is 900 V/m, so the wind does work of 0.018 eV on an atom over the length $L$. Dividing by $\Omega$ gives 1.525 eV/nm³, and with 1 eV/nm³ = 160.2 MPa,

$$GL=244.4\ \text{MPa}.$$

The stand-alone cathode tension is 122.2 MPa ($7.63\times10^{-4}$ eV/Å³). With the anode extension it is 183.3 MPa ($1.144\times10^{-3}$ eV/Å³); with the extension at the cathode it would be 61.1 MPa.

I choose a critical tension of 150 MPa for voiding, between the first two values. Since tension is proportional to $jL$, here 4000 A/cm, the limits are

$$4000\times\frac{150}{122.2}=4910\ \text{A/cm},\qquad
4000\times\frac{150}{183.3}=3273\ \text{A/cm}.$$

The line passes the stand-alone limit and fails the one that applies to it, which is lower by a third. The atoms lost by the active part are $244.4/(4\times10^4)=0.61$ percent of its content, about $2.1\times10^8$ atoms.

The factor $3/4$ can also be found without assuming zero flux or the sum rule. I divided each half of the line into 40 cells, started from zero stress and followed the flux between cells for a time $40L^2/\kappa$, with $\kappa$ defined below. The cathode tension came out as $0.7500\,GL$.

### Could the extension help for a while?

One might hope that it delays voiding even though it raises the final tension. It does not, within the linear model with constant $D$. Atom conservation is $\partial C/\partial t=-\partial J/\partial x$, and confinement gives $\partial C/\partial t=-(C/B)\,\partial\sigma/\partial t$. Equating the two and treating $C$ as constant in the coefficients,

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G(x)\right)\right],\qquad \kappa=\frac{DB\Omega}{kT},$$

where $G(x)$ is $G$ in the active part and zero in the extension. This is a diffusion equation for stress. The blocked cathode acts as a source of strength $\kappa G$. At the anode $G(x)$ falls to zero, which makes a sink of the same strength.

On an infinite line, a source switched on at $t=0$ produces at distance $z$

$$h(z,t)=\kappa G\int_0^t\frac{e^{-z^2/4\kappa s}}{\sqrt{4\pi\kappa s}}\,ds
=G\left[\sqrt{\frac{\kappa t}{\pi}}\,e^{-z^2/4\kappa t}-\frac{|z|}{2}\,\mathrm{erfc}\frac{|z|}{2\sqrt{\kappa t}}\right].$$

To verify the closed form, differentiate it with respect to $t$. The exponent in the first term contributes $+Gz^2e^{-z^2/4\kappa t}/(4t\sqrt{\pi\kappa t})$, and the erfc term contributes the same with a minus sign. What remains is $\tfrac12G\sqrt{\kappa/\pi t}\,e^{-z^2/4\kappa t}$, which is the integrand at $s=t$ times $\kappa G$. Both sides vanish at $t=0$.

Blocked ends are represented by mirror images. A source at an end coincides with its own image and counts twice.

- Stand-alone line, blocked at $0$ and $L$: double sources at even multiples of $L$, double sinks at odd multiples.
- Extended line, blocked at $0$ and $2L$: double sources at multiples of $4L$, single sinks at odd multiples of $L$.

Write $h_n=h(nL,t)$. At the cathode, using $h_{-n}=h_n$,

$$\sigma_{\rm bare}=2h_0+4(h_2+h_4+h_6+\dots)-4(h_1+h_3+\dots),$$
$$\sigma_{\rm ext}=2h_0+4(h_4+h_8+\dots)-2(h_1+h_3+\dots).$$

Subtract and group the terms:

$$\sigma_{\rm ext}-\sigma_{\rm bare}=2(h_1-2h_2+h_3)+2(h_5-2h_6+h_7)+\dots$$

Each bracket is positive if $h$ is convex for $z>0$. It is: away from the source $h$ obeys $\kappa\,\partial^2h/\partial z^2=\partial h/\partial t$, and $\partial h/\partial t$ is the positive integrand above. So at every $t>0$ the extended line has the higher cathode tension, and it reaches a given critical tension sooner, if the stand-alone line reaches it at all.

The extended line does take longer to settle. Stress modes on a blocked line of length $\ell$ are $\cos(m\pi x/\ell)$ and decay at rates $\kappa(m\pi/\ell)^2$. The slowest time is $L^2/\pi^2\kappa$ for $\ell=L$ and four times that for $\ell=2L$.

For the time scale I take $D=D_0e^{-E/kT}$ with $D_0=10^{-5}$ cm²/s and $E=0.85$ eV, which gives $D=3.34\times10^{-13}$ cm²/s at 573 K. Then $L^2/\kappa=223$ h, and the slowest times are 23 h and 90 h. The extended line reaches 150 MPa after $0.449\,L^2/\kappa$, about 100 h. The stand-alone line is then at 121 MPa, almost at its final 122 MPa. A test that stopped after a few tens of hours would miss the difference in outcome.

### Heat and other neglected effects

**Joule heating.** The line dissipates $j^2\rho A=0.36$ W/m. Treat it as a cylinder of equal perimeter in a dielectric of conductivity 0.3 W/(m K), with 1000 nm of dielectric between the line and a cold plane. The rise is 0.60 K; in oxide, with 1.2 W/(m K), it would be 0.15 K. The true rectangular section runs about 3 percent warmer than this cylinder. The resistivity changes by only 0.09 percent, but the extension is cooler than the active part, and a temperature gradient also moves atoms.

With a heat of transport $Q$, the force gains a term $-(Q/T)\,dT/dx$. Zero flux then gives

$$\frac{d\sigma}{dx}=-G+\frac{Q}{\Omega T}\frac{dT}{dx},$$

which adds $(Q/\Omega)\ln T$ to the stress profile, up to a constant. Atom counting again removes the average. The temperature step at the joint is smoothed over about 3200 nm, short compared with $L$, so the cathode is warmer by nearly the full rise $\Delta T$. If no heat leaves through the ends, the average rise over both halves is $\Delta T/2$. The shift of cathode tension is therefore about

$$\frac{Q}{\Omega}\,\frac{\Delta T}{2T}\approx7\ \text{MPa}$$

for $|Q|=1$ eV, a rough size. With no heat lost through the ends, its sign is that of $Q$; a via that keeps the cathode cool can reverse it. Even if it is subtracted, the tension stays near 176 MPa, above critical. The shift grows in proportion to $\Delta T$, however. If $Q$ is negative and no heat leaves through the ends, a rise of roughly 3 K would cancel the 33 MPa by which the extended line exceeds the critical value. Neighbouring hot lines, or vias that carry heat away, would require a thermal calculation of their own.

**Exact atom counting.** A stress-dependent $D$ multiplies the whole bracket in $J$, so it leaves the steady state alone. For constant $B$ the density is $C_0e^{-\sigma/B}$. Put $\sigma=\sigma_c-g$, with $g=Gx$ in the active part and $g=GL$ in the extension. Conservation demands $\langle e^{-\sigma/B}\rangle=1$, the average being over both halves, so

$$\sigma_c=B\ln\langle e^{g/B}\rangle\approx\langle g\rangle+\frac{\langle g^2\rangle-\langle g\rangle^2}{2B}.$$

Here $\langle g\rangle=\tfrac34GL$ and $\langle g^2\rangle=\tfrac12(\tfrac13+1)(GL)^2=\tfrac23(GL)^2$. The variance is $(\tfrac23-\tfrac9{16})(GL)^2=\tfrac5{48}(GL)^2$, and the correction is $5(GL)^2/(96B)\approx0.3$ MPa.

**Current spreading.** Current entering the extension over about one line width changes the stress by a size of $GL\times100/20000\approx1.2$ MPa. Neither this nor the counting correction alters the verdict.

### At the temperature of use

In this example the largest departure from the simple ratio comes from thermal stress. Let the metal be stress-free at 573 K and cool it to 378 K. Take a rough expansion mismatch of $1.4\times10^{-5}$ per K in each direction. Left free, the metal would shrink in volume relative to its surroundings by three times this mismatch for each kelvin of cooling. Suppose atoms have moved between differently oriented grain boundaries until the tension is the same in all directions. A missing fraction of volume then acts like the same fraction of missing atoms, and the tension is $3B$ times the mismatch times the cooling. Before that, a line in a soft dielectric, held along its length by the substrate, can carry a larger mean tension. The evened-out value is

$$3\times10^4\ \text{MPa}\times1.4\times10^{-5}\,\text{K}^{-1}\times195\ \text{K}=82\ \text{MPa}.$$

This uniform stress adds to both lines. It leaves only 68 MPa for electromigration if the critical total is still 150 MPa. With a rough slope of 0.007 µΩ cm per K, the resistivity falls to about 3.13 µΩ cm, so $GL=170$ MPa at the same current. The ratio of total cathode tensions becomes

$$\frac{82+\tfrac34\times170}{82+\tfrac12\times170}\approx1.25,$$

instead of 1.5. The limits on $jL$ are now about 3200 A/cm stand-alone and 2130 A/cm extended, still in the ratio 3 to 2, because each is set by the same remaining margin.

At 4000 A/cm, then, even the stand-alone line eventually fails in this model. Diffusion is slow: $L^2/\kappa$ is about 121 years. The critical tension is reached after about 17 years without the extension and 16 years with it. The gap is small because little of the anode's influence has reached the cathode by then. At 17 years $\kappa t\approx0.14L^2$, and the leading term of the difference, $2h_1$, is about $0.012\,GL$, or 2 MPa. These times are rough: a change of 0.05 eV in $E$ alone alters them by a factor of about 4.6. They also assume the evened-out thermal tension of 82 MPa. With 100 MPa instead, both lines would reach the critical tension after about 8 years, and with 118 MPa after about 3 years.

### What carries over to a real line

The inputs are rough values for narrow copper lines under accelerated test, and limits of a few thousand A/cm are of the usual order for copper. The value $B=10$ GPa supposes that a liner and cap stiffen the surroundings; a soft dielectric alone gives a smaller $B$. If $B$ is smaller everywhere, the steady electromigration stresses stay the same, but the time scale $L^2/\kappa$ grows as $1/B$ and the evened-out thermal tension falls in proportion to $B$. The critical tension is uncertain too, since it depends on flaws and on adhesion at the interfaces. Real lines also break the assumption of a stress-free start; in this example that moves the ratio of total tensions from 1.5 to about 1.25. The extension counts only if its metal is continuous with the line. A barrier that stops atoms at the joint removes it from the atom count and restores $w=0$. Once a void forms, the no-void condition is lost and these formulas no longer apply.

Take a straight line with uniform current, blocked outer ends, no void, negligible temperature gradients and the same thermal tension in all its parts. The formula with both weights, plus that thermal tension, then gives the final cathode tension. If the moduli differ, the thermal tensions generally differ too. Atoms then move between the parts to even them out, and this simple sum no longer holds. Under the conditions of the simple sum, and without a cathode extension, the tension rises toward its final value from below, so comparing that value with the critical tension is enough. With a cathode extension the tension can first pass through a higher peak, because atoms from the far part of the reservoir arrive late. The peak must then be compared with the critical tension as well. For this reason $w_a\le w_c$ does not by itself make the limit measured on stand-alone lines safe. If both weights are 8, with a long cathode extension of the line's own section and an anode extension of length $L$ and eight times the section, the cathode tension peaks at about $0.62\,GL$ before it settles at $GL/2$. Your layout has $w_a=1$ and $w_c=0$, so it needs the lower limit.

## Computed values

```
active length = extension length: 20000 nm
line width, height: 100, 200 nm
current density: 2.0 MA/cm2; jL: 4000 A/cm
resistivity at test: 4.50 uohm cm; Z: 1.0
atomic volume: 0.0118 nm3; modulus B: 10 GPa
test, use temperature: 573, 378 K
D prefactor: 1.0e-05 cm2/s; barrier: 0.85 eV
scaled cathode tension, bare: 0.5000 GL
scaled cathode tension, anode extension: 0.7500 GL
scaled cathode tension, cathode extension: 0.2500 GL
stress difference GL: 244.4 MPa
bare cathode tension: 122.2 MPa = 7.627e-04 eV/A3
extended cathode tension: 183.3 MPa = 1.144e-03 eV/A3
cathode tension, cathode extension: 61.1 MPa
anode stress, bare: -122.2 MPa
anode stress, anode extension: -61.1 MPa
critical tension (chosen): 150 MPa
jL limit at test, bare: 4910 A/cm
jL limit at test, extended: 3273 A/cm
fraction of active atoms moved: 0.611 percent
atoms moved into extension: 2.07e+08
diffusivity at test: 3.34e-13 cm2/s
L^2/kappa at test: 223.0 h
slowest relaxation, bare: 22.6 h
slowest relaxation, extended: 90.4 h
extended line reaches critical: 100.1 h
same in units of L^2/kappa: 0.4490
bare cathode tension at that time: 121.0 MPa
low-k, oxide heat conductivity: 0.3, 1.2 W/(m K)
dielectric thickness below line: 1000 nm
Joule heating in low-k: 0.599 K; in oxide: 0.150 K
thermal healing length: 3217 nm
heat of transport (rough size): 1.0 eV
thermomigration shift at cathode: +/-7.06 MPa
exact atom counting shift: 0.310 MPa
current spreading at joint, size: 1.22 MPa
resistivity change by Joule heating: 0.093 percent
expansion mismatch (rough): 1.4e-05 1/K
thermal tension at use: 81.9 MPa; margin: 68.1 MPa
resistivity slope: 0.007 uohm cm/K
resistivity at use: 3.13 uohm cm; GL: 170.3 MPa
ratio of total cathode tensions at use: 1.255
jL limit at use, bare: 3200 A/cm
jL limit at use, extended: 2133 A/cm
diffusivity at use: 4.65e-17 cm2/s
L^2/kappa at use: 120.6 years
critical reached at use, bare: 17.10 years
critical reached at use, extended: 15.93 years
```
